# Sphere Charge, Phase Shifts, and the Friedel Meaning of Norm Conservation: test program

```python
"""Sphere charge, phase-shift slope, Friedel count and norm conservation.

Result under test (Hartree atomic units, E = k^2/2, V = 0 for r >= R):
  Q = int_0^R u^2 dr = (1/2) d(delta)/dk + S(l, k, R, delta),
where u has unit amplitude far outside and S is a surface term.  Hence two
potentials with equal delta (mod pi) have equal Q exactly when their
d(delta)/dE agree.  The Friedel count per spin and m is delta(E_F)/pi.
Symbols: u radial function (r times the wave function), l angular momentum,
delta phase shift (zero at zero coupling), L = u'/u at R, rV = r*V(r).
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, spherical_kn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, R, E0 = 3.0, 2.0, 0.5
K0 = np.sqrt(2 * E0)

# Chebyshev grid on [0, R]: differentiation matrix and quadrature weights
N = 40
x_nodes = -np.cos(np.pi * np.arange(N + 1) / N)
r = R * (1 + x_nodes) / 2
to_coef = np.linalg.inv(cheb.chebvander(x_nodes, N))
D = (2 / R) * cheb.chebvander(x_nodes, N - 1) @ cheb.chebder(np.eye(N + 1)) @ to_coef
D2 = D @ D
moments = np.zeros(N + 1)
moments[::2] = 2.0 / (1.0 - np.arange(0, N + 1, 2) ** 2)
weights = (R / 2) * moments @ to_coef


def interior(rV, l, E, separable=0.0):
    """Regular solution u = r^(l+1) w with w(0) = 1; returns u and u'(R).

    'separable' is the strength of an added Hermitian nonlocal term."""
    A = r[:, None] * D2 + 2 * (l + 1) * D - np.diag(2 * rV - 2 * E * r)
    if separable:
        g = 1 - (r / R) ** 2
        A -= 2 * separable * np.outer(r * g, weights * r ** (2 * l + 2) * g)
    A[-1] = 0.0
    A[-1, 0] = 1.0
    rhs = np.zeros(N + 1)
    rhs[-1] = 1.0
    w = np.linalg.solve(A, rhs)
    return r ** (l + 1) * w, R ** l * ((l + 1) * w[-1] + R * (D[-1] @ w))


def riccati(l, x):
    """x*j_l, its derivative, x*y_l, its derivative."""
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    return (x * j, j + x * spherical_jn(l, x, derivative=True),
            x * y, y + x * spherical_yn(l, x, derivative=True))


def scatter(rV, l, k, separable=0.0):
    """Phase shift (mod 2 pi) and interior wave of unit outer amplitude."""
    u, up = interior(rV, l, k * k / 2, separable)
    s, sp, c, cp = riccati(l, k * R)
    a = u[-1] * cp - up / k * c
    b = u[-1] * sp - up / k * s
    return np.arctan2(b, a), u / np.hypot(a, b)


def stencil(values, h):
    """Fourth-order central first derivative from points -2h, -h, h, 2h."""
    return (values[0] - 8 * values[1] + 8 * values[2] - values[3]) / (12 * h)


def phase_slope(rV, l, k, separable=0.0, h=5e-3):
    phases = [scatter(rV, l, k + m * h, separable)[0] for m in (-2, -1, 1, 2)]
    return stencil(np.unwrap(phases), h)


def surface_term(l, k, delta):
    s, sp, c, cp = riccati(l, k * R)
    f = np.cos(delta) * s - np.sin(delta) * c
    fp = np.cos(delta) * sp - np.sin(delta) * cp
    return 0.5 * (R * (fp**2 + (1 - l * (l + 1) / (k * R)**2) * f**2) - f * fp / k)


def absolute_phase(rV, l, k):
    """Phase shift followed continuously from zero coupling."""
    return np.unwrap([scatter(g * rV, l, k)[0] for g in np.linspace(0, 1, 81)])[-1]


def bound_energies(rV, l):
    """Energies where the interior wave joins a decaying exterior wave."""
    def mismatch(E):
        u, up = interior(rV, l, E)
        kap = np.sqrt(-2 * E)
        outer = 1 / R + kap * (spherical_kn(l, kap * R, derivative=True)
                               / spherical_kn(l, kap * R))
        return up - outer * u[-1]
    grid = np.linspace(-Z**2 / 2, -1e-3, 200)
    m = np.array([mismatch(E) for E in grid])
    return [brentq(mismatch, grid[i], grid[i + 1])
            for i in range(len(grid) - 1) if m[i] * m[i + 1] < 0]


def displaced_charge(rV, l, kF, n_bound, Rb):
    """Charge (per spin and m) inside Rb minus that of free electrons."""
    t, wt = np.polynomial.legendre.leggauss(240)
    ks, kw = kF * (1 + t) / 2, kF * wt / 2
    ro, rw = R + (Rb - R) * (1 + t) / 2, (Rb - R) * wt / 2
    total = float(n_bound)
    for k, wk in zip(ks, kw):
        delta, wave = scatter(rV, l, k)
        s, _, c, _ = riccati(l, k * ro)
        f = np.cos(delta) * s - np.sin(delta) * c
        free = k * r * spherical_jn(l, k * r)
        total += wk * 2 / np.pi * (weights @ (wave**2 - free**2) + rw @ (f**2 - s**2))
    return total


rV_ae = -Z * (1 - r / R) ** 2

# --- energy derivative of the logarithmic derivative against the charge
err_log = 0.0
for l in (0, 1, 2):
    h = 2e-3
    logs = []
    for m in (-2, -1, 1, 2):
        u, up = interior(rV_ae, l, E0 + m * h)
        logs.append(up / u[-1])
    u, up = interior(rV_ae, l, E0)
    from_charge = -2 * (weights @ u**2) / u[-1]**2
    err_log = max(err_log, abs(stencil(logs, h) / from_charge - 1))
assert err_log < 1e-6

# --- finite-sphere identity, local and nonlocal, several l and k
err_identity = 0.0
for separable in (0.0, 0.8):
    for l in (0, 1, 2, 3):
        for k in (0.4, 1.0, 1.7):
            delta, wave = scatter(rV_ae, l, k, separable)
            rhs = phase_slope(rV_ae, l, k, separable) / 2 + surface_term(l, k, delta)
            err_identity = max(err_identity, abs(weights @ wave**2 - rhs))
assert err_identity < 1e-6

# --- two nodeless s pseudo-waves at E0, inverted to potentials
delta_ref, wave_ae = scatter(rV_ae, 0, K0)
Q_ae = weights @ wave_ae**2
u_ref, up_ref = interior(rV_ae, 0, E0)
L_ref = up_ref / u_ref[-1]


def pseudo(d):
    """Wave r*exp(q), q cubic in r^2 - R^2 with top coefficient d; and r*V."""
    t = r**2 - R**2
    q1 = L_ref - 1 / R
    q2 = -2 * E0 - 2 * q1 / R - q1**2
    beta = q1 / (2 * R)
    gamma = (q2 - 2 * beta) / (8 * R**2)
    poly = beta + 2 * gamma * t + 3 * d * t**2
    dq = 2 * r * poly
    ddq = 2 * poly + 4 * r**2 * (2 * gamma + 6 * d * t)
    V = E0 + 2 * poly + (ddq + dq**2) / 2
    wave = abs(wave_ae[-1]) / R * r * np.exp(beta * t + gamma * t**2 + d * t**3)
    return wave, r * V, V


d_nc = brentq(lambda d: weights @ pseudo(d)[0]**2 - Q_ae, -0.5, 0.5, xtol=1e-14)
wave_nc, rV_nc, V_nc = pseudo(d_nc)
wave_pl, rV_pl, V_pl = pseudo(0.0)
Q_nc, Q_pl = weights @ wave_nc**2, weights @ wave_pl**2
potentials = {"all-electron": rV_ae, "norm-conserving": rV_nc, "plain": rV_pl}
charges = {"all-electron": Q_ae, "norm-conserving": Q_nc, "plain": Q_pl}
phases = {n: absolute_phase(v, 0, K0) for n, v in potentials.items()}
slopes = {n: phase_slope(v, 0, K0) for n, v in potentials.items()}
bound = {n: bound_energies(v, 0) for n, v in potentials.items()}
n_core = len(bound["all-electron"])
assert n_core == 1
for name in ("norm-conserving", "plain"):
    assert len(bound[name]) == 0
    assert abs(phases["all-electron"] - n_core * np.pi - phases[name]) < 1e-7
    gap = charges[name] - Q_ae
    assert abs(gap - (slopes[name] - slopes["all-electron"]) / 2) < 1e-6
assert abs(slopes["norm-conserving"] - slopes["all-electron"]) < 1e-6
assert abs(slopes["plain"] - slopes["all-electron"]) > 1e-2

# --- phase at threshold counts the bound states
bound_p = bound_energies(rV_ae, 1)
cases = [(v, 0, len(bound[n])) for n, v in potentials.items()]
cases.append((rV_ae, 1, len(bound_p)))
for rV, l, n_bound in cases:
    path = np.unwrap([scatter(rV, l, k)[0] for k in np.linspace(K0, 0.002, 300)])
    threshold = path[-1] - path[0] + absolute_phase(rV, l, K0)
    assert abs(threshold - n_bound * np.pi) < 0.02

# --- Friedel count against the directly integrated displaced charge
R_BIG = 100.0
friedel_rows = []
for label, rV, l, n_bound in (("all-electron s", rV_ae, 0, n_core),
                              ("all-electron p", rV_ae, 1, len(bound_p)),
                              ("norm-conserving s", rV_nc, 0, 0)):
    delta = absolute_phase(rV, l, K0)
    tail = (-1)**l * (np.cos(2 * K0 * R_BIG + 2 * delta)
                      - np.cos(2 * K0 * R_BIG)) / (4 * np.pi * K0 * R_BIG)
    direct = displaced_charge(rV, l, K0, n_bound, R_BIG)
    # neglected terms fall off as 1/R_BIG^2
    assert abs(direct - delta / np.pi - tail) < 1e-4
    friedel_rows.append((label, direct, delta / np.pi, tail))


# --- error of the phase near E0: linear without, quadratic with equal norm
def phase_error(rV, dE):
    k = np.sqrt(2 * (E0 + dE))
    diff = scatter(rV, 0, k)[0] - scatter(rV_ae, 0, k)[0]
    return (diff + np.pi / 2) % np.pi - np.pi / 2


ratio_pl = phase_error(rV_pl, 0.004) / phase_error(rV_pl, 0.002)
ratio_nc = phase_error(rV_nc, 0.004) / phase_error(rV_nc, 0.002)
assert 1.8 < ratio_pl < 2.2
assert 3.5 < ratio_nc < 4.5

# --- printed numbers
print(f"Z = {Z:.1f}, R = {R:.1f} bohr, k0 = {K0:.4f} 1/bohr")
print(f"E0 = {E0:.3f} hartree = {E0 * HARTREE_EV:.3f} eV")
print(f"s core level = {bound['all-electron'][0]:.5f} hartree; "
      f"s bound states {n_core}, p bound states {len(bound_p)}")
print(f"L = u'/u at R, E0: {L_ref:.6f} 1/bohr; |u(R)| = {abs(wave_ae[-1]):.6f}")
print(f"top coefficient d, norm-conserving: {d_nc:.6f} bohr^-6")
print(f"V at r=0: norm-conserving {V_nc[0]:.4f}, plain {V_pl[0]:.4f} hartree")
print("s channel at E0 (unit outer amplitude; Q, half slope, S in bohr):")
for name in potentials:
    print(f" {name}: delta = {phases[name]:.6f} rad, Q = {charges[name]:.6f}")
    print(f"   half slope = {slopes[name] / 2:.6f}, "
          f"S = {surface_term(0, K0, phases[name]):.6f}")
    print(f"   d(delta)/dE = {slopes[name] / K0:.6f} rad/hartree"
          f" = {slopes[name] / K0 / HARTREE_EV:.6f} rad/eV")
    print(f"   dL/dE = {-2 * charges[name] / wave_ae[-1]**2:.6f} 1/(bohr hartree)")
print(f"Displaced electrons per spin and m inside {R_BIG:.0f} bohr, E_F = E0:")
for label, direct, count, tail in friedel_rows:
    print(f" {label}: direct {direct:.6f}, delta/pi {count:.6f}, tail {tail:.6f}")
print("Valence s electrons 2*delta/pi (both spins), core removed:")
for dE in (-0.2, -0.1, 0.0, 0.1, 0.2):
    k = np.sqrt(2 * (E0 + dE))
    n_ae, n_nc, n_pl = [2 * absolute_phase(v, 0, k) / np.pi for v in potentials.values()]
    n_ae -= 2 * n_core
    print(f" E_F = {E0 + dE:.1f} hartree: all-electron {n_ae:.5f}, "
          f"norm-conserving {n_nc:.5f}, plain {n_pl:.5f}")
print(f"Phase-error ratio, dE 0.004 to 0.002 hartree: plain {ratio_pl:.4f}, "
      f"norm-conserving {ratio_nc:.4f}")
print("All-electron partial waves at E_F = E0:")
total = 0.0
for l in range(7):
    delta = absolute_phase(rV_ae, l, K0)
    part = 2 * (2 * l + 1) * delta / np.pi
    total += part
    print(f" l = {l}: delta = {delta:.6f} rad, electrons = {part:.6f}")
print(f"Friedel total {total:.5f} electrons; without core {total - 2 * n_core:.5f}")
print(f"Largest errors: dL/dE {err_log:.1e} (relative), "
      f"sphere identity {err_identity:.1e} bohr")
print("no test failed")
```

Running it gives:

```
Z = 3.0, R = 2.0 bohr, k0 = 1.0000 1/bohr
E0 = 0.500 hartree = 13.606 eV
s core level = -1.88702 hartree; s bound states 1, p bound states 0
L = u'/u at R, E0: 0.205413 1/bohr; |u(R)| = 0.979548
top coefficient d, norm-conserving: 0.005590 bohr^-6
V at r=0: norm-conserving 1.5677, plain 0.7627 hartree
s channel at E0 (unit outer amplitude; Q, half slope, S in bohr):
 all-electron: delta = 2.509794 rad, Q = 0.634783
   half slope = -0.266669, S = 0.901452
   d(delta)/dE = -0.533337 rad/hartree = -0.019600 rad/eV
   dL/dE = -1.323135 1/(bohr hartree)
 norm-conserving: delta = -0.631799 rad, Q = 0.634783
   half slope = -0.266669, S = 0.901452
   d(delta)/dE = -0.533337 rad/hartree = -0.019600 rad/eV
   dL/dE = -1.323135 1/(bohr hartree)
 plain: delta = -0.631799 rad, Q = 0.699341
   half slope = -0.202111, S = 0.901452
   d(delta)/dE = -0.404222 rad/hartree = -0.014855 rad/eV
   dL/dE = -1.457698 1/(bohr hartree)
Displaced electrons per spin and m inside 100 bohr, E_F = E0:
 all-electron s: direct 0.797957, delta/pi 0.798892, tail -0.000933
 all-electron p: direct 0.083771, delta/pi 0.084059, tail -0.000297
 norm-conserving s: direct -0.202043, delta/pi -0.201108, tail -0.000933
Valence s electrons 2*delta/pi (both spins), core removed:
 E_F = 0.3 hartree: all-electron -0.32205, norm-conserving -0.32092, plain -0.33321
 E_F = 0.4 hartree: all-electron -0.36558, norm-conserving -0.36526, plain -0.37249
 E_F = 0.5 hartree: all-electron -0.40222, norm-conserving -0.40222, plain -0.40222
 E_F = 0.6 hartree: all-electron -0.43399, norm-conserving -0.43362, plain -0.42447
 E_F = 0.7 hartree: all-electron -0.46214, norm-conserving -0.46054, plain -0.44054
Phase-error ratio, dE 0.004 to 0.002 hartree: plain 2.0063, norm-conserving 4.0064
All-electron partial waves at E_F = E0:
 l = 0: delta = 2.509794 rad, electrons = 1.597785
 l = 1: delta = 0.264079 rad, electrons = 0.504354
 l = 2: delta = 0.009034 rad, electrons = 0.028756
 l = 3: delta = 0.000320 rad, electrons = 0.001425
 l = 4: delta = 0.000009 rad, electrons = 0.000049
 l = 5: delta = 0.000000 rad, electrons = 0.000001
 l = 6: delta = 0.000000 rad, electrons = 0.000000
Friedel total 2.13237 electrons; without core 0.13237
Largest errors: dL/dE 5.9e-11 (relative), sphere identity 1.9e-09 bohr
no test failed
```
